# Kramers-Restricted Orbital Rotations and the Compact Symplectic Group: test program

```python
"""Kramers-restricted orbital rotations and quaternion exponentials.

Result under test: unitaries U on n Kramers pairs that commute with time
reversal T form Sp(n), of real dimension n(2n+1). Each is exp(kappa) with
kappa anti-Hermitian and T-even. Closed-shell determinants with no occupied
and nv virtual pairs need 4*no*nv real parameters.
Basis order: phi_1, T phi_1, phi_2, T phi_2, ...  T acts as c -> J conj(c).
A quaternion is a 2x2 block; X is the virtual-occupied block of kappa.
Energies are in hartree; angles are in radians.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm, null_space, polar, schur
from scipy.optimize import minimize

rng = np.random.default_rng(12)
sigma_x = np.array([[0, 1], [1, 0]], complex)
sigma_y = np.array([[0, -1j], [1j, 0]])
sigma_z = np.diag([1.0 + 0j, -1.0])
units = [np.eye(2, dtype=complex), 1j * sigma_z, -1j * sigma_y, -1j * sigma_x]


def dag(a):
    return a.conj().T


def reversal(n):
    return np.kron(np.eye(n), np.array([[0, -1], [1, 0]]))


def flat(a):
    return np.concatenate([a.real.ravel(), a.imag.ravel()])


def solution_basis(n, anti_hermitian=True, kramers=True):
    """Real basis of all complex matrices obeying the chosen conditions."""
    size, J = 2 * n, reversal(n)
    elements, columns = [], []
    for a in range(size):
        for b in range(size):
            for factor in (1, 1j):
                m = np.zeros((size, size), complex)
                m[a, b] = factor
                conditions = []
                if anti_hermitian:
                    conditions.append(flat(m + dag(m)))
                if kramers:
                    conditions.append(flat(m @ J - J @ m.conj()))
                elements.append(m)
                columns.append(np.concatenate(conditions))
    kernel = null_space(np.array(columns).T, rcond=1e-10)
    return [np.tensordot(v, np.array(elements), axes=1) for v in kernel.T]


def random_frame(n):
    """Gram-Schmidt on random vectors, each followed by its T partner."""
    J, columns = reversal(n), []
    for _ in range(n):
        v = rng.normal(size=2 * n) + 1j * rng.normal(size=2 * n)
        for _ in range(2):
            for w in columns:
                v = v - w * np.vdot(w, v)
        v = v / np.linalg.norm(v)
        columns += [v, J @ v.conj()]
    return np.array(columns).T


def kramers_log(U):
    """Logarithm assembled from Kramers pairs of eigenvectors."""
    n = len(U) // 2
    J = reversal(n)
    triangular, vectors = schur(U, output="complex")
    kept, generator = [], np.zeros_like(U)
    for value, v in zip(np.diag(triangular), vectors.T):
        angle = np.angle(value)
        if abs(abs(angle) - np.pi) < 1e-8:
            angle = np.pi
        if angle < -1e-8:
            continue
        for w in kept:
            v = v - w * np.vdot(w, v)
        if np.linalg.norm(v) < 1e-6:
            continue
        v = v / np.linalg.norm(v)
        partner = J @ v.conj()
        kept += [v, partner]
        generator = generator + 1j * angle * (
            np.outer(v, v.conj()) - np.outer(partner, partner.conj()))
    assert len(kept) == 2 * n
    return generator


def generator_from_block(X):
    nv, no = X.shape
    return np.block([[np.zeros((no, no)), -dag(X)], [X, np.zeros((nv, nv))]])


def hermitian_function(a, function):
    w, v = np.linalg.eigh(a)
    return (v * function(w)) @ dag(v)


def cosine_sine_exponential(X):
    def cosine(w):
        return np.cos(np.sqrt(np.clip(w, 0, None)))

    def sine_ratio(w):
        return np.sinc(np.sqrt(np.clip(w, 0, None)) / np.pi)

    lower = X @ hermitian_function(dag(X) @ X, sine_ratio)
    return np.block([[hermitian_function(dag(X) @ X, cosine), -dag(lower)],
                     [lower, hermitian_function(X @ dag(X), cosine)]])


def occupied_projector(n, no):
    return np.diag([1.0 + 0j] * (2 * no) + [0j] * (2 * (n - no)))


# Quaternion algebra and completeness of its four units.
for unit in units[1:]:
    assert np.allclose(unit @ unit, -units[0])
assert np.allclose(units[1] @ units[2] @ units[3], -units[0])
for unit in units:
    assert np.allclose(unit @ reversal(1), reversal(1) @ unit.conj())
block_dimension = len(solution_basis(1, anti_hermitian=False))
assert block_dimension == 4
print("real parameters in one T-even 2x2 block:", block_dimension)

# Dimension of the Lie algebra, counted from its defining equations.
print("n | Kramers-restricted dimension | full unitary dimension")
for n in range(1, 5):
    basis = solution_basis(n)
    full = solution_basis(n, kramers=False)
    assert len(basis) == n * (2 * n + 1)
    assert len(full) == 4 * n * n
    for kappa in basis:
        A, B = kappa[0::2, 0::2], kappa[1::2, 0::2]
        assert np.allclose(A, -dag(A)) and np.allclose(B, B.T)
    print(f"{n} | {len(basis)} | {len(full)}")

# Independent directions in which the occupied space can move.
print("no, nv | restricted | unrestricted | redundant restricted")
for no, nv in [(1, 1), (1, 2), (2, 2)]:
    n = no + nv
    P0 = occupied_projector(n, no)
    ranks, sizes = [], []
    for kramers in (True, False):
        basis = solution_basis(n, kramers=kramers)
        tangents = np.array([flat(k @ P0 - P0 @ k) for k in basis])
        ranks.append(np.linalg.matrix_rank(tangents, tol=1e-8))
        sizes.append(len(basis))
    redundant = sizes[0] - ranks[0]
    assert ranks == [4 * no * nv, 8 * no * nv]
    assert redundant == no * (2 * no + 1) + nv * (2 * nv + 1)
    print(f"{no}, {nv} | {ranks[0]} | {ranks[1]} | {redundant}")

# Finite group elements: symplectic condition, determinant and logarithm.
log_error = 0.0
for n in (2, 3, 4):
    J, G = reversal(n), random_frame(n)
    phases = np.concatenate([[-1, -1]] + [
        [np.exp(0.7j * p), np.exp(-0.7j * p)] for p in range(1, n)])
    with_minus_one = (G * phases) @ dag(G)
    for U in (G, with_minus_one):
        assert np.allclose(dag(U) @ U, np.eye(2 * n), atol=1e-11)
        assert np.allclose(U.T @ J @ U, J, atol=1e-11)
        assert abs(np.linalg.det(U) - 1) < 1e-10
        kappa = kramers_log(U)
        assert np.allclose(kappa, -dag(kappa), atol=1e-10)
        assert np.allclose(kappa @ J, J @ kappa.conj(), atol=1e-9)
        log_error = max(log_error, np.max(abs(expm(kappa) - U)))
assert log_error < 1e-9
print(f"largest error of exp(log U), no unit: {log_error:.1e}")
phase = np.exp(0.3j) * np.eye(4)
assert np.max(abs(phase @ reversal(2) - reversal(2) @ phase.conj())) > 0.1

# Any T-invariant occupied space is reached by one exponential.
reach_error, largest_angle = 0.0, 0.0
for no, nv in [(1, 2), (2, 3), (3, 2)]:
    frame = random_frame(no + nv)[:, :2 * no]
    rotation, P = polar(frame[:2 * no], side="left")
    Y = frame[2 * no:] @ dag(rotation)
    cosines, vectors = np.linalg.eigh((P + dag(P)) / 2)
    angles = np.arccos(np.clip(cosines, 0, 1))
    X = Y @ (vectors / np.sinc(angles / np.pi)) @ dag(vectors)
    assert np.allclose(X @ reversal(no), reversal(nv) @ X.conj(), atol=1e-7)
    U = expm(generator_from_block(X))
    assert np.allclose(U, cosine_sine_exponential(X), atol=1e-10)
    new_occupied = U[:, :2 * no]
    difference = new_occupied @ dag(new_occupied) - frame @ dag(frame)
    reach_error = max(reach_error, np.max(abs(difference)))
    largest_angle = max(largest_angle, np.linalg.norm(X, 2))
# arccos near one loses half the digits, hence the looser tolerance
assert reach_error < 1e-7 and largest_angle <= np.pi / 2 + 1e-7
print(f"largest error of reached projector, no unit: {reach_error:.1e}")
print(f"largest rotation angle used: {largest_angle:.4f} rad")

# Gradient of a T-invariant one- plus two-body energy at a closed shell.
n, no = 3, 1
J, P0 = reversal(n), occupied_projector(n, no)


def random_even_hermitian():
    m = rng.normal(size=(2 * n, 2 * n)) + 1j * rng.normal(size=(2 * n, 2 * n))
    m = (m + dag(m)) / 2
    return (m + J @ m.conj() @ J.T) / 2


one_body = random_even_hermitian()
factors = [0.3 * random_even_hermitian() for _ in range(3)]


def interacting_energy(kappa):
    U = expm(kappa)
    P = U @ P0 @ dag(U)
    energy = np.trace(one_body @ P).real
    for M in factors:
        energy += 0.5 * (np.trace(M @ P).real ** 2
                         - np.trace(M @ P @ M @ P).real)
    return energy


gradients = {"even": [], "odd": []}
step = 1e-4
for virtual in range(n - no):
    for unit in units:
        for label, factor in (("even", 1), ("odd", 1j)):
            X = np.zeros((2 * (n - no), 2 * no), complex)
            X[2 * virtual:2 * virtual + 2] = factor * unit
            kappa = generator_from_block(X)
            sign = 1 if label == "even" else -1
            assert np.allclose(J @ kappa.conj() @ J.T, sign * kappa)
            slope = (interacting_energy(step * kappa)
                     - interacting_energy(-step * kappa)) / (2 * step)
            gradients[label].append(abs(slope))
assert max(gradients["odd"]) < 1e-9 and max(gradients["even"]) > 1e-2
print("interacting test model, largest gradient component:")
print(f"  time-even: {max(gradients['even']):.4f} hartree/rad")
print(f"  time-odd:  {max(gradients['odd']):.1e} hartree/rad")

# Worked example: one occupied and one virtual pair, quaternion coupling q.
energy_o, energy_v = -0.5, 0.1
q = np.array([0.08, 0.04, 0.04, 0.02])
coupling = sum(x * unit for x, unit in zip(q, units))
h = np.block([[energy_o * np.eye(2), dag(coupling)],
              [coupling, energy_v * np.eye(2)]])
gap, q_norm = energy_v - energy_o, np.linalg.norm(q)
print(f"occupied, virtual energy: {energy_o:.2f}, {energy_v:.2f} hartree")
print("coupling q0 q1 q2 q3 (hartree):", *[f"{x:.2f}" for x in q])
print(f"coupling norm: {q_norm:.4f} hartree")


def rotation_from_parameters(parameters):
    X = sum(x * unit for x, unit in zip(parameters, units))
    return expm(generator_from_block(X))


def model_energy(parameters):
    occupied = rotation_from_parameters(parameters)[:, :2]
    return np.trace(dag(occupied) @ h @ occupied).real


start_energy = model_energy(np.zeros(4))
print(f"energy before rotation: {start_energy:.6f} hartree")
print("components used | minimized energy (hartree)")
for count in range(1, 5):
    result = minimize(model_energy, np.zeros(count), method="BFGS",
                      options={"gtol": 1e-6})
    formula = energy_o + energy_v - 2 * np.sqrt(
        gap ** 2 / 4 + np.sum(q[:count] ** 2))
    assert abs(result.fun - formula) < 1e-9
    print(f"{count} | {result.fun:.6f}")

theta = 0.5 * np.arctan2(2 * q_norm, gap)
optimal = -theta * q / q_norm
assert np.allclose(result.x, optimal, atol=2e-6)
eigenvalues = np.linalg.eigvalsh(h)
assert np.allclose(eigenvalues[0::2], eigenvalues[1::2])
assert abs(eigenvalues[:2].sum() - result.fun) < 1e-9
U = rotation_from_parameters(optimal)
u = -coupling / q_norm
single_pair = np.block([[np.cos(theta) * np.eye(2), -dag(u) * np.sin(theta)],
                        [u * np.sin(theta), np.cos(theta) * np.eye(2)]])
assert np.allclose(U, single_pair, atol=1e-12)
rotated_h = dag(U) @ h @ U
assert np.max(abs(rotated_h[2:, :2])) < 1e-12
print(f"rotation angle theta: {theta:.6f} rad")
print("optimal X0 X1 X2 X3 (rad):", *[f"{x:.6f}" for x in optimal])
print(f"cos(theta), sin(theta): {np.cos(theta):.6f}, {np.sin(theta):.6f}")
names = ["phi_o", "T phi_o", "phi_v", "T phi_v"]
for column, title in ((0, "new phi_o"), (1, "new T phi_o")):
    print(f"{title} coefficients (real, imaginary; no unit):")
    for name, value in zip(names, U[:, column]):
        print(f"  {name}: {value.real + 0.0:.6f}, {value.imag + 0.0:.6f}")
print("pair energies after rotation (hartree):",
      f"{eigenvalues[0]:.6f}, {eigenvalues[2]:.6f}")
print(f"lowest unrestricted energy: {eigenvalues[:2].sum():.6f} hartree")
lowering = start_energy - result.fun
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"energy lowering: {lowering:.6f} hartree = "
      f"{lowering * hartree_ev:.4f} eV")
print("all assertions hold")
```

Output:

```
real parameters in one T-even 2x2 block: 4
n | Kramers-restricted dimension | full unitary dimension
1 | 3 | 4
2 | 10 | 16
3 | 21 | 36
4 | 36 | 64
no, nv | restricted | unrestricted | redundant restricted
1, 1 | 4 | 8 | 6
1, 2 | 8 | 16 | 13
2, 2 | 16 | 32 | 20
largest error of exp(log U), no unit: 1.2e-15
largest error of reached projector, no unit: 6.7e-16
largest rotation angle used: 1.2297 rad
interacting test model, largest gradient component:
  time-even: 3.7146 hartree/rad
  time-odd:  0.0e+00 hartree/rad
occupied, virtual energy: -0.50, 0.10 hartree
coupling q0 q1 q2 q3 (hartree): 0.08 0.04 0.04 0.02
coupling norm: 0.1000 hartree
energy before rotation: -1.000000 hartree
components used | minimized energy (hartree)
1 | -1.020967
2 | -1.026099
3 | -1.031189
4 | -1.032456
rotation angle theta: 0.160875 rad
optimal X0 X1 X2 X3 (rad): -0.128700 -0.064350 -0.064350 -0.032175
cos(theta), sin(theta): 0.987087, 0.160182
new phi_o coefficients (real, imaginary; no unit):
  phi_o: 0.987087, -0.000000
  T phi_o: 0.000000, 0.000000
  phi_v: -0.128146, -0.064073
  T phi_v: -0.064073, 0.032036
new T phi_o coefficients (real, imaginary; no unit):
  phi_o: -0.000000, 0.000000
  T phi_o: 0.987087, 0.000000
  phi_v: 0.064073, 0.032036
  T phi_v: -0.128146, 0.064073
pair energies after rotation (hartree): -0.516228, 0.116228
lowest unrestricted energy: -1.032456 hartree
energy lowering: 0.032456 hartree = 0.8832 eV
all assertions hold
```
